# Why a lattice with an imaginary harmonic mode becomes stable when hot

**Question.** In the harmonic approximation bcc titanium has modes with $\omega^2<0$: at zero temperature the energy falls when the atoms are displaced along them. Yet the structure exists at high temperature. What holds it up, what does self-consistent phonon (SCP) theory predict for a quartic double well, and how far can the prediction be trusted?

**The mechanism**

The harmonic $m\omega^2$ is the curvature of the energy with every other coordinate frozen. A hot crystal is governed by the free energy $f(\bar u)=U-TS$ at fixed mean distortion $\bar u$, with all other modes vibrating. If anharmonicity makes those modes stiffer when the lattice distorts, their amplitude shrinks and their entropy drops. The cost $-T\,\Delta S$ grows with $T$ and can outweigh the energy gain. The stability criterion is therefore $r\equiv f''(0)>0$.

One double well cannot show this, since a single coordinate has no phase transition. A model with many sites is needed:

$$H=\sum_{i=1}^N\Big[\frac{p_i^2}{2m}+V(u_i)\Big]-\frac{J}{2N}\Big(\sum_i u_i\Big)^2,\qquad V(u)=\frac{k_0u^2}{2}+\frac{bu^4}{4},$$

with $b>0$, $J\ge0$ and $A\equiv J-k_0>0$. The force-constant matrix $k_0\delta_{ij}-J/N$ has eigenvalue $k_0-J=-A$ on the uniform vector and $k_0$ on the $N-1$ vectors orthogonal to it. For $u_i=\bar u$ the energy per site is the double well $E(\bar u)=-A\bar u^2/2+b\bar u^4/4$, with minima at $\bar u^2=A/b$ and depth $\Delta E=A^2/4b$. A staggered pattern maps onto this by flipping the sign of $u_i$ on one sublattice, because $V$ is even. $J=0$ gives isolated wells. The treatment is classical until stated otherwise, $N\to\infty$, $\beta=1/kT$, and no charge enters.

**The SCP equations**

For any normalised trial state $\rho_0$, $\langle H\rangle_0-TS[\rho_0]-F=kT\langle\ln\rho_0-\ln\rho\rangle_0\ge0$, where $\rho$ is the equilibrium state; this is the Gibbs–Bogoliubov bound. Take independent oscillators of stiffness $K=m\Omega^2$ centred at $\bar u$, with variance $\sigma^2=kT/K$. Each has free energy $kT\ln(\hbar\Omega/kT)=-\tfrac{kT}{2}\ln(mkT\sigma^2/\hbar^2)$, from which the trial potential energy $K\sigma^2/2=kT/2$ is removed and the true one added. Independence gives $\langle(\sum u_i)^2\rangle=N^2\bar u^2+N\sigma^2$, so the coupling contributes $-J\bar u^2/2$ per site plus a term of order $1/N$. With the Gaussian moments $\langle u^2\rangle=\bar u^2+\sigma^2$ and $\langle u^4\rangle=\bar u^4+6\bar u^2\sigma^2+3\sigma^4$,

$$f=-\frac{kT}{2}\ln\frac{mkT\sigma^2}{\hbar^2}-\frac{kT}{2}+\frac{k_0}{2}(\bar u^2+\sigma^2)+\frac b4(\bar u^4+6\bar u^2\sigma^2+3\sigma^4)-\frac{J\bar u^2}{2}.$$

Setting $\partial f/\partial\sigma^2=-kT/2\sigma^2+k_0/2+\tfrac32b(\bar u^2+\sigma^2)=0$ gives

$$K=k_0+3b(\bar u^2+\sigma^2)=\langle V''\rangle .$$

Since $f$ is stationary in $\sigma^2$, its total derivative along $\bar u$ is the partial one:

$$f'(\bar u)=\bar u\,(-A+b\bar u^2+3b\sigma^2).$$

On the symmetric branch $\bar u=0$, multiplying the $K$ equation by $K$ gives $K^2-k_0K-3bkT=0$. The roots multiply to $-3bkT<0$, so one is positive, $K=\tfrac12\big[k_0+\sqrt{k_0^2+12bkT}\big]$, for either sign of $k_0$ and every $T>0$. On the distorted branch $3b\sigma^2=A-b\bar u^2$, so $K=k_0+A+2b\bar u^2=J+2b\bar u^2$. Putting $b\bar u^2=(K-J)/2$ back into $3bkT/K=A-b\bar u^2$ and multiplying by $2K$ gives $K^2-(J+2A)K+6bkT=0$, with real roots up to $kT=(J+2A)^2/24b$.

**The isolated well**

For $J=0$, $k_0=-A$, the symmetric $K$ is positive even at $kT\ll\Delta E$, where the particle sits near $\pm\sqrt{A/b}$ and not near zero. A real SCP frequency thus does not show that the particle sits near $u=0$. Nor does $K>0$ prove stability once the sites are coupled: the SCP criterion, derived below, is $K>J$. The two branches cross in free energy at $kT/\Delta E=0.491$, which SCP would call a first-order transition. The exact configurational integral $z=\int e^{-\beta V}du$ is analytic in $T$ and has $\langle u\rangle=0$ by parity, so that transition does not exist.

At low $T$ the distorted branch has $K\to2A$, the curvature of one minimum, while $z$ counts two. The branch lies $kT\ln2$ too high: at $kT/\Delta E=0.02$ quadrature gives $0.695\,kT$, against $\ln2=0.693$. At high $T$ the quadratic term is negligible and the substitution $s=\beta bu^4/4$ gives $\int u^{2n}e^{-\beta bu^4/4}du=\tfrac12(4kT/b)^{(2n+1)/4}\,\Gamma\big(\tfrac{2n+1}{4}\big)$. The exact static stiffness $\tilde K\equiv kT/\langle u^2\rangle$ becomes

$$\tilde K\to\sqrt{bkT}\,\frac{\Gamma(1/4)}{2\Gamma(3/4)},\qquad K\to\sqrt{3bkT},$$

numerically $1.479$ and $1.732$ times $\sqrt{bkT}$: SCP stays 17% stiffer than the exact value. With $\sigma^4=kT/3b$ the quartic energy averaged over the trial state is $3b\sigma^4/4=kT/4$, so SCP replaces $z=\Gamma(1/4)(kT/b)^{1/4}/\sqrt2$ by $\sqrt{2\pi\sigma^2}\,e^{1/2-1/4}$. The logarithm of the ratio, $\ln[3^{1/4}\Gamma(1/4)/(2\sqrt\pi\,e^{1/4})]$, is the free-energy excess, $0.047\,kT$. Heating does not make a quartic well Gaussian. In between, at $kT=\Delta E$ with $A=1$ eV/Å$^2$, $K=0.50$ and $\tilde K=0.30$ eV/Å$^2$.

**Curvature and stability temperature in SCP**

Differentiate $\sigma^2=kT/K$: $d\sigma^2=-(\sigma^2/K)\,dK=-x\,(d\bar u^2+d\sigma^2)$ with $x\equiv3b\sigma^2/K$. Hence

$$\frac{d\sigma^2}{d\bar u^2}=-\frac{x}{1+x}<0 .$$

Differentiating $f'$ gives $f''=-A+3b\bar u^2+3b\sigma^2+6b\bar u^2\,d\sigma^2/d\bar u^2$, and since $-A+3b(\bar u^2+\sigma^2)=K-J$,

$$f''(\bar u)=K-J-6b\bar u^2\frac{x}{1+x}.$$

The last term, proportional to $\langle V'''\rangle^2=(6b\bar u)^2$, is the relaxation of the width; $K-J$ is the curvature only at $\bar u=0$. There $r=K-J=-A+3b\sigma^2$: the bare instability plus a thermal stiffening. It vanishes when $K=J$, that is $J^2-(J-A)J=3bkT$:

$$kT_s=\frac{AJ}{3b},\qquad\frac{kT_s}{\Delta E}=\frac{4J}{3A}.$$

The well depth alone does not set the temperature. Within SCP the amplitude must reach $\sigma^2=A/3b$, one third of the squared well position, and at fixed $A$ and $b$ a larger $J$ needs more heat to reach it.

Expanding $\sigma^2$ to first order in $\bar u^2$ inside $f'$ gives the Landau form $f'=r\bar u+B\bar u^3+\dots$ with

$$B=b\Big(1-\frac{3x}{1+x}\Big)=b\,\frac{1-2x}{1+x},\qquad B(T_s)=b\,\frac{J-2A}{J+A},$$

because $x=A/J$ at $T_s$. The sign of $B$ is a local criterion, but the distorted branch settles the order of the transition. At $T_s$ its quadratic has the roots $K=J$ and $K=2A$, and $\bar u^2=(K-J)/2b$ must be positive. For $J>2A$ the larger root is $J$ and falls on heating, so no distorted solution exists above $T_s$ and the SCP transition is continuous. For $J<2A$ the root $2A$ gives a distorted solution with $\bar u^2=(2A-J)/2b$ already at $T_s$, and the SCP transition is first order.

These statements use one stiffness for all sites and $N\to\infty$. An SCP calculation in a finite cell gives each normal mode its own stiffness: $K$ for the $N-1$ others and $K-J$ for the uniform one. At $\bar u=0$ the condition becomes $K=k_0+3bkT\,[(1-1/N)/K+1/(N(K-J))]$. Its root has $K>J$ at every $T>0$, so $f''(0)=K-J$ never vanishes; below $T_s$ it only shrinks towards zero as $N$ grows, and the symmetric and distorted branches can cross with a jump even for $J>2A$. For the parameters used below and $N=64$ the crossing lies near $690$ K instead of $967$ K, and $r$ at $1500$ K is $0.53$ instead of $0.41$ eV/Å$^2$. A positive soft-mode frequency from a finite cell therefore does not establish stability, and the cell size has to be converged.

**How much is entropy**

Stationarity in $\sigma^2$ allows $S=-\partial f/\partial T$ to be taken at fixed $\sigma^2$ and $\bar u$: $S=\tfrac k2\ln(mkT\sigma^2/\hbar^2)+k=k\ln(kT/\hbar\Omega)+k$, the harmonic entropy at the self-consistent frequency. For a function of $\bar u^2$ the second derivative at $\bar u=0$ is twice the derivative with respect to $\bar u^2$, so

$$-TS''(0)=-\frac{kT}{\sigma^2}\frac{d\sigma^2}{d\bar u^2}=\frac{Kx}{1+x}=\frac{3b\sigma^2}{1+x}.$$

The general identity $-TS''=T\,dr/dT$ agrees: $(2K-k_0)\,dK=3bk\,dT$ and $2K-k_0=K+3b\sigma^2$ give the same expression. Of the stiffening $3b\sigma^2$ a share $1/(1+x)$ is entropy and $x/(1+x)$ is energy. At $T_s$ the entropic share is $J/(J+A)$, which tends to one for $J\gg A$.

**The exact solution**

The coupling depends on $w=\frac1N\sum u_i$ alone, so the distribution of $w$ is $e^{\beta NJw^2/2}P_0(w)$, with $P_0\sim e^{-N\beta\Gamma(w)}$ the weight for uncoupled sites. Define $z(h)=\int e^{-\beta(V-hu)}du$. Then $z(h)^N=\int dw\,e^{N\beta[hw-\Gamma(w)]}$, and for $N\to\infty$ the maximum of the exponent dominates: $\Gamma'(\bar u)=h$ with $\bar u=kT\,\partial_h\ln z=\langle u\rangle_h$. Thus $f(\bar u)=\Gamma(\bar u)-J\bar u^2/2$ plus the kinetic part, and $f'=h(\bar u)-J\bar u$. With the zero-field cumulants $\kappa_2=\langle u^2\rangle$ and $\kappa_4=\langle u^4\rangle-3\kappa_2^2$, $\bar u=\kappa_2\beta h+\kappa_4(\beta h)^3/6+\dots$. Inserting the first-order inverse $\beta h=\bar u/\kappa_2$ in the cubic term gives $h=kT\bar u/\kappa_2-kT\kappa_4\bar u^3/6\kappa_2^4$, so

$$r=\frac{kT}{\kappa_2}-J=\tilde K-J,\qquad B=-\frac{kT\kappa_4}{6\kappa_2^4}.$$

One-dimensional quadratures solve the model near $\bar u=0$, and $T_c$ is the root of $kT=J\kappa_2$.

Finite $N$ checks the limit. Completing the square, $e^{\beta NJw^2/2}\propto\int d\phi\,e^{-\beta NJ\phi^2/2+\beta NJ\phi w}$ (Hubbard–Stratonovich), so $Z_N\propto\int d\phi\,e^{-\beta NJ\phi^2/2}z(J\phi)^N$. At given $w$, $\phi$ is Gaussian with mean $w$ and variance $kT/NJ$, so $\langle w^2\rangle=\langle\phi^2\rangle-kT/NJ$. This was tested against direct quadrature for two and three sites, and at large $N$ against $\langle w^2\rangle=kT/Nr$.

**The sign of the SCP error**

Integration by parts, $\int g\,V'e^{-\beta V}du=kT\int g'e^{-\beta V}du$, gives $\langle uV'\rangle=kT$ and $\langle u^3V'\rangle=3kT\kappa_2$. Write $V'=u\,q$ with $q=k_0+bu^2$ and average with the weight $\nu\propto u^2e^{-\beta V}$. Then $\langle u^2\rangle_\nu=\langle u^4\rangle/\kappa_2$, $\langle q\rangle_\nu=kT/\kappa_2$ and $\langle u^2q\rangle_\nu=3kT$. The covariance of $u^2$ and $q$ in $\nu$ is $b$ times the variance of $u^2$, hence positive: $3kT>kT\langle u^4\rangle/\kappa_2^2$, which is $\kappa_4<0$. The exact $B$ is positive at every $T$, whatever $k_0$.

Dividing $kT=k_0\kappa_2+b\langle u^4\rangle$ by $\kappa_2$,

$$\tilde K=k_0+3b\kappa_2+\frac{b\kappa_4}{\kappa_2},\qquad \tilde K^2-k_0\tilde K-3bkT=\frac{b\kappa_4\tilde K}{\kappa_2}<0 .$$

SCP is this relation with $\kappa_4$ dropped. The quadratic is negative at $\tilde K>0$, so $\tilde K$ lies below its positive root $K$. As $K$ rises with $T$, the exact $r$ is negative for all $T\le T_s$, and $T_c>T_s$: in this classical model SCP overstates local stability.

For $k_0>0$ and $g=bkT/k_0^2\ll1$ the size follows from first-order perturbation theory, $\delta\langle O\rangle=-\tfrac{\beta b}{4}\mathrm{Cov}(O,u^4)$. The Gaussian moments $1,3,15,105$ give $\mathrm{Cov}(u^4,u^4)=96\sigma^8$ and $\mathrm{Cov}(u^2,u^4)=12\sigma^6$, so $\kappa_4=-\tfrac{\beta b}4(96-6\cdot12)\sigma^8=-6\beta b\sigma^8$. Linearising the quadratic about $K$, with $2K-k_0\approx K$, yields $\tilde K-K\approx b\kappa_4/\kappa_2=-6b^2(kT)^2/K^3$, with a relative correction of about $-12g$, already 10% at $g=0.01$; quadrature at small $g$ confirms it.

$B>0$ is a local statement. A distant minimum would need $\langle u\rangle_h/h=1/J$ at finite $h$, which is excluded at $T_c$ if that ratio falls with $h$ from its initial value $\beta\kappa_2=1/J$. The decrease is not proved here. It was tested on a grid of fields at $T_c$ for three couplings, with $k_0$ positive, zero and negative, and $\bar u^2=-r/B$ was tested just below $T_c$ for the main case.

**The numbers**

Take round model parameters, fitted to no material: $m=50$ u, $A=1$ and $J=4$ eV/Å$^2$ (so $k_0=3$), $b=16$ eV/Å$^4$. With $\hbar^2/m=8.360\times10^{-5}$ eV Å$^2$ the harmonic mode has $\hbar\omega=9.14i$ meV; the wells lie at $\pm0.25$ Å with $\Delta E=0.0156$ eV per site. The computed values are collected in the numerical output below.

SCP gives $kT_s=1\cdot4/48=0.0833$ eV, or $967$ K, which is $5.33\,\Delta E$; there $B=16\cdot2/5=6.4$ eV/Å$^4$ and the entropic share is $4/5$. Quadrature gives $kT_c=0.0941$ eV, or $1092$ K. SCP is 11% low relative to the exact value.

At $1500$ K, $kT=0.12926$ eV and $K=\tfrac12\big[3+\sqrt{9+192\cdot0.12926}\big]=4.4077$ eV/Å$^2$. Then $\sigma^2=0.12926/4.4077=0.02933$ Å$^2$, $x=48\cdot0.029326/4.4077=0.3194$ and $r=0.408$ eV/Å$^2$. Quadrature gives $\kappa_2=0.030298$ Å$^2$ and $\kappa_4=-3.560\times10^{-4}$ Å$^4$, so $\tilde K=3+1.4543-0.1880=4.2663$ and $r=0.266$ eV/Å$^2$. As energies $\hbar\sqrt{r/m}$ these are $5.84$ meV (SCP) and $4.72$ meV (exact). The free energies per site, $-0.25683$ and $-0.25762$ eV, differ by $0.0008$ eV, and $K$ exceeds $\tilde K$ by 3.3%, yet $r$ is 53% too large relative to the exact value, because the same absolute error $0.141$ eV/Å$^2$ survives the subtraction of $J$. The weak-coupling formula would give $-6\cdot256\cdot0.12926^2/4.4077^3=-0.30$, about twice the true error; here $g=16\cdot0.12926/9=0.23$ is not small.

The entropic part of $r$ is $1.4077/1.3194=1.067$ eV/Å$^2$ in SCP and $0.924$ by quadrature, 76% and 73% of the respective stiffenings $r+A$. The remainder is the curvature of the internal energy: $U''=0.408-1.067=-0.659$ in SCP and $0.266-0.924=-0.658$ eV/Å$^2$ by quadrature. At $1500$ K the energy still favours distortion, and entropy is what makes $r$ positive.

The quartic coefficient is too small by about half: $B=16\,(1-0.6387)/1.3194=4.38$ in SCP, $9.10$ eV/Å$^4$ by quadrature. Away from the symmetric point, at $\bar u=0.1$ Å, $K-J=0.778$ and $x=48\cdot0.12926/4.7784^2=0.2717$, so $f''=0.778-0.96\cdot0.2717/1.2717=0.573$ eV/Å$^2$, as numerical differentiation of the minimised bound confirms.

Averaging over the frozen-mode double well alone, with weight $e^{-\beta NE(w)}$, amounts to a temperature $T/N$. For $N=10^5$ it gives $\langle w^2\rangle=0.0625$ Å$^2=A/b$, still distorted, where the full integral gives $4.85\times10^{-6}$ Å$^2$, matching $kT/Nr=0.12926/(10^5\cdot0.26628)$. The barrier $N\Delta E$ is extensive, and the restoring force comes from the $N-1$ other modes.

**A second case, $J<2A$**

For $J=1$ eV/Å$^2$, $k_0=0$ and the site is purely quartic. SCP has $T_s=242$ K, $B=16\,(1-2)/2=-8$ eV/Å$^4$, and a first-order transition at $264$ K with a jump of $0.154$ Å and an entropy jump $\tfrac k2\ln(K_{\rm dist}/K_{\rm sym})=0.259\,k$. Setting the quartic $\tilde K$ equal to $J$ gives $kT_c=4[\Gamma(3/4)/\Gamma(1/4)]^2J^2/b$, or $331$ K, with $B=+4.74$ eV/Å$^4$. The ratio $T_c/T_s=3/1.479^2=1.37$ is the square of the high-temperature stiffness ratio $K/\tilde K$. The SCP jump and latent heat are artefacts of the Gaussian form, as for the isolated well.

**Quantum nuclei**

The thermal oscillator still has a Gaussian position distribution, now with $F_0=kT\ln[2\sinh(\hbar\Omega/2kT)]$ and $\sigma^2=(\hbar/2m\Omega)\coth(\hbar\Omega/2kT)$. Using $d\Omega/dK=1/2m\Omega$, $\partial F_0/\partial K=\sigma^2/2$. For $f=F_0-K\sigma^2/2+\langle V\rangle-J\bar u^2/2$ this leaves $\partial f/\partial K=\tfrac12(\langle V''\rangle-K)\,\partial\sigma^2/\partial K$, so again $K=\langle V''\rangle$. The same factor multiplies $\partial\sigma^2/\partial T$, so the entropy is again harmonic at $\Omega$: $S/k=y\coth y-\ln(2\sinh y)$, $y=\hbar\Omega/2kT$. The condition $K=J$ reads

$$A=A_c\coth\frac{\hbar\Omega_J}{2kT_s},\qquad A_c=\frac{3b\hbar}{2\sqrt{mJ}},\qquad\Omega_J=\sqrt{J/m}.$$

Here $\hbar\Omega_J=18.29$ meV and $A_c=48\cdot8.3603\times10^{-5}/(2\cdot0.018287)=0.1097$ eV/Å$^2$. From $\coth y\approx1/y+y/3$, $A=(3bkT/J)[1+(\hbar\Omega_J/kT)^2/12]$, so $T_s$ drops by $(0.018287/0.083333)^2/12=0.4\%$, to $963$ K, where $S=2.51\,k$ per site. Since $\coth y\ge1$, there is no solution for $A<A_c$: within SCP, zero-point motion then keeps the symmetric phase locally stable down to $T=0$.

For the reference, write $w^2=2\bar uw-\bar u^2+(w-\bar u)^2$. The last term is of order $1/N$ away from the instability, so each site feels $h=J\bar u$ and $r=1/\chi-J$, with $\chi$ the static site susceptibility. Second-order perturbation theory gives $\delta F=-h^2\sum_{n\ne l}p_n|u_{nl}|^2/(E_l-E_n)$, with $p_n$ the Boltzmann populations and no diagonal terms by parity; symmetrising, $\chi=\sum_{n\ne l}|u_{nl}|^2(p_n-p_l)/(E_l-E_n)$. Diagonalising the site Hamiltonian gives $T_c=1088$ K, 0.4% below the classical value, and a critical $A=0.1091$ eV/Å$^2$ at fixed $J$, 0.6% below $A_c$. The proof that $T_c>T_s$ was classical; the quantum ordering is a numerical finding for these parameters.

**What carries over to bcc titanium**

The mechanism needs a quartic coupling that stiffens the stable modes when the unstable one condenses; with the opposite sign, heating would soften the mode. Several features of the metal lie outside the model. Its bcc–hcp change, at about $1155$ K, is first order, whereas the exact transition of the model was continuous in every case tested; terms absent here can make it first order. A strain $\epsilon$ with energy $C\epsilon^2/2-\gamma\epsilon\bar u^2$ relaxes to $\epsilon=\gamma\bar u^2/C$, which lowers $B$ by $2\gamma^2/C$ and can make it negative. A cubic term $-D\bar u^3/3$, where symmetry allows one, makes $f=f'=0$ solvable at $\bar u=2D/3B$ with $r=2D^2/9B>0$. With a negative $B$ or a cubic term the transition occurs while $r$ is still positive, so $r>0$ is necessary for the phase and not sufficient: the free energies of the two structures, electronic entropy included, must be compared. The infinite-range coupling makes mean field exact as $N\to\infty$ and, for $k_0\ge0$, confines the harmonic instability to one mode; with short-range forces a region of soft modes feeds $\sigma^2$ and the quadrature solution becomes an approximation. Finally, $r$ is a static curvature, and nothing above identifies $\sqrt{r/m}$ with the position of a peak in a measured spectrum.

## Numbers as computed

```
m = 50 u
A = 1 eV/A^2
J = 4 eV/A^2
k0 = 3 eV/A^2
b = 16 eV/A^4
hbar^2/m = 8.3603e-05 eV A^2
well depth dE = 0.015625 eV
well position = 0.25 A
harmonic |hbar omega| (imaginary) = 9.1435 meV
J=0: (F_distorted-F_exact)/kT at kT/dE=0.02 = 0.69509
J=0: SCP branch crossing kT/dE = 0.49129
J=0: K_SCP at kT=dE = 0.5 eV/A^2
J=0: exact kT/<u^2> at kT=dE = 0.30021 eV/A^2
J=0 high T: exact K/sqrt(b kT) = 1.4792
J=0 high T: SCP K/sqrt(b kT) = 1.7319
J=0 high T: (F_SCP-F_exact)/kT = 0.047176
kT_s SCP = 0.083333 eV
T_s SCP = 967.04 K
kT_s/dE = 5.3333
kT_c exact = 0.094088 eV
T_c exact = 1091.8 K
B SCP at T_s = 6.4 eV/A^4
example T = 1500 K
kT = 0.12926 eV
K SCP = 4.4077 eV/A^2
s2 SCP = 0.029326 A^2
x = 0.31937
<u^2> exact = 0.030298 A^2
kappa4 exact = -0.00035604 A^4
r SCP = 0.40766 eV/A^2
r exact = 0.26628 eV/A^2
hbar sqrt(r/m) SCP = 5.8379 meV
hbar sqrt(r/m) exact = 4.7183 meV
entropic part of r SCP = 1.0669 eV/A^2
entropic part of r exact = 0.92404 eV/A^2
entropic share of r+A SCP = 0.75794
entropic share of r+A exact = 0.72972
B SCP = 4.3811 eV/A^4
B exact = 9.1024 eV/A^4
F SCP per site = -0.25683 eV
F exact per site = -0.25762 eV
at ubar=0.1 A: K-J SCP = 0.77843 eV/A^2
at ubar=0.1 A: f'' SCP = 0.57332 eV/A^2
N=1e5: <ubar^2> exact = 4.852e-06 A^2
N=1e5: <ubar^2> frozen mode only = 0.062499 A^2
J=1: T_s SCP = 241.76 K
J=1: SCP first-order T = 264.16 K
J=1: SCP jump of ubar = 0.15354 A
J=1: T_c exact = 331.42 K
J=1: SCP entropy jump = 0.25891 k_B
J=1: B SCP at T_s = -8 eV/A^4
J=1: B exact at T_c = 4.7361 eV/A^4
hbar sqrt(J/m) = 18.287 meV
quantum T_s SCP = 963.15 K
quantum T_c exact = 1087.6 K
quantum SCP entropy at T_s = 2.5146 k_B
zero-point critical A SCP = 0.10972 eV/A^2
zero-point critical A exact = 0.10907 eV/A^2
```
